Partial time reversal and separability of rotationally invariant two-spin states

## First half: how partial time reversal acts on the multiplet weights

Two spins of lengths j1 and j2, each positive and integer or half-integer, are in a joint state ρ that looks the same from every direction. Such states arise, for example, as thermal states of a rotationally invariant exchange coupling. The question is whether the correlations in ρ can be produced by mixing product states, in which case ρ is called separable, or whether ρ is entangled. The tool is time reversal applied to one spin and not to the other.

Units are chosen so that ħ = 1. The basis states of each spin are the eigenstates |m⟩ of its z component, with the usual phases, for which the ladder operators have real non-negative matrix elements. The word positive, said of an operator, means that it has no negative eigenvalue.

**(a)** The state ρ commutes with all joint rotations of the two spins. Find its general form, and count the numbers needed to specify it.

Solution. Joint rotations are generated by the total spin **J**, the sum of the two spin operators. Invariance therefore means that ρ commutes with J_x, J_y and J_z, and so also with **J**² and with the lowering operator J₋. The total spin takes the values J = |j1 − j2|, ..., j1 + j2 in steps of one, and each value occurs once. A pair (J, M) thus labels a single state |JM⟩.

Because ρ commutes with **J**² and J_z, it cannot connect states with different J or different M. Hence

ρ|JM⟩ = r_JM |JM⟩.

Now compare the two orders of ρ and J₋. With J₋|JM⟩ = c|J,M−1⟩ and c ≠ 0 for M > −J,

ρJ₋|JM⟩ = c r_J,M−1 |J,M−1⟩,
J₋ρ|JM⟩ = c r_JM |J,M−1⟩.

The two sides are equal, so r_JM does not depend on M. Let P_J be the projector on total spin J, whose trace is 2J + 1. The probability of finding total spin J is p_J = Tr(P_J ρ) = (2J+1) r_J, and therefore

ρ = Σ_J p_J P_J/(2J+1), p_J ≥ 0, Σ_J p_J = 1.

There are 2 min(j1, j2) + 1 weights with one constraint, so 2 min(j1, j2) real numbers specify the state. The argument used neither positivity nor unit trace. Every invariant operator X is thus a combination of the P_J, with weights Tr(P_J X). For a Hermitian X these weights are real, but they may be negative.

**(b)** For an operator B on spin 2, with spin components **S**, define the linear map

T(B) = V Bᵀ V†, V = exp(−iπS_y),

where ᵀ is the transpose in the basis |m⟩. Show that T reverses the spin, find its matrix elements, and show that Θ, which acts as Θ(A⊗B) = A⊗T(B), turns invariant operators into invariant operators.

Solution. In the chosen basis S_x and S_z are real and symmetric, while S_y is imaginary and antisymmetric. The transpose changes the sign of S_y alone. The operator V is a rotation by π about the y axis, which changes the signs of S_x and S_z and leaves S_y as it is. Together,

T(**S**) = V **S**ᵀ V† = −**S**.

For the matrix elements we need V|m⟩. Since V S_z V† = −S_z, the state V|m⟩ has z component −m, so V|m⟩ = c_m|−m⟩ with |c_m| = 1. The lowering operator S₋ = S_x − iS_y obeys

V S₋ V† = −S_x − iS_y = −S₊.

Apply V S₋ = −S₊ V to |m⟩. On the left S₋ gives the factor √[j2(j2+1) − m(m−1)]. On the right S₊ acts on |−m⟩ and gives √[j2(j2+1) − (−m)(−m+1)], which is the same root. What remains is

c_m−1 = −c_m.

The phases alternate, so c_m = (−1)^(j2−m) c, where c is a common phase. It cancels between V and V†. Inserting this in the definition of T,

⟨a|T(B)|b⟩ = c_−a c*_−b ⟨−a|Bᵀ|−b⟩ = (−1)^(a−b) ⟨−b|B|−a⟩.

The exponent comes from (j2 + a) − (j2 + b), which is an integer. Using the formula twice gives the sign (−1)^(a−b)(−1)^(a−b) = 1 and restores ⟨a|B|b⟩, so T applied twice is the identity.

For the rotations, let u = exp(−iα **n**·**S**). The components of **S** are Hermitian, so **S*** = **S**ᵀ, and

V u* V† = exp(iα **n**·V**S**ᵀV†) = exp(−iα **n**·**S**) = u.

The transpose of uBu† is u*Bᵀuᵀ. Inserting V†V = 1 between the factors gives

T(uBu†) = (V u* V†)(V Bᵀ V†)(V uᵀ V†) = u T(B) u†.

The map T commutes with rotations of spin 2. Hence Θ commutes with joint rotations, and if X is invariant, so is ΘX.

Two further properties are needed below. First, Θ preserves the trace, because the transpose and the unitary V do. Second, ΘX is the partial transpose of X on spin 2 followed by the unitary transformation 1⊗V, so ΘX and the partial transpose have the same eigenvalues. Partial transposition alone does not in general preserve invariance under joint rotations; the rotation V repairs this.

**(c)** By (a) and (b), Θρ has the form Σ_K p'_K P_K/(2K+1). Express p'_K through the p_J and a sum of products of four 3j symbols.

Solution. The weight is a trace, and Θ is linear:

p'_K = Tr(P_K Θρ) = Σ_J [p_J/(2J+1)] Tr(P_K ΘP_J).

Write a 3j symbol as (a b c; α β γ), with the upper row before the semicolon. It vanishes unless α + β + γ = 0. The Clebsch-Gordan coefficients are real and equal to

⟨m1 m2|JM⟩ = (−1)^(j1−j2+M) √(2J+1) (j1 j2 J; m1 m2 −M).

The number M differs from j1 + j2 by an integer, so j1 − j2 + M differs from 2j1 by an integer and is itself an integer. In a product of two coefficients with the same M, the sign factor is therefore squared and equals one. With P_K = Σ_N |KN⟩⟨KN|,

⟨m1 m2|P_K|n1 n2⟩ = (2K+1) Σ_N (j1 j2 K; m1 m2 −N)(j1 j2 K; n1 n2 −N).

For the reversed projector, the matrix-element rule of (b) is applied to the second spin:

⟨n1 n2|ΘP_J|m1 m2⟩ = (−1)^(n2−m2) ⟨n1,−m2|P_J|m1,−n2⟩
= (−1)^(n2−m2) (2J+1) Σ_M (j1 j2 J; n1 −m2 −M)(j1 j2 J; m1 −n2 −M).

Multiplying the two matrices and taking the trace gives

Tr(P_K ΘP_J) = (2J+1)(2K+1) Z_KJ,

Z_KJ = Σ (−1)^(n2−m2) (j1 j2 J; n1 −m2 −M)(j1 j2 K; n1 n2 −N)
× (j1 j2 K; m1 m2 −N)(j1 j2 J; m1 −n2 −M),

where the sum runs over m1, m2, n1, n2, M and N. Hence p'_K = (2K+1) Σ_J Z_KJ p_J.

**(d)** The 6j symbol is defined by

{a b c; d e f} = Σ (−1)^E (a b c; −α −β −γ)(a e f; α −ε φ)
× (d b f; δ β −φ)(d e c; −δ ε γ),

E = a + b + c + d + e + f − (α + β + γ + δ + ε + φ),

with the sum over all six magnetic numbers. Evaluate Z_KJ.

Solution. The two symbols with J and the two with K suggest the choice a = d = j1, b = e = j2, c = J, f = K. The four upper rows are then (j1 j2 J), (j1 j2 K), (j1 j2 K) and (j1 j2 J), in the order used in Z_KJ. The lower rows must now be matched.

Reversing all three magnetic numbers of a 3j symbol multiplies it by (−1) to the power of the sum of its upper row. Do this to the first and third symbols in Z_KJ:

(j1 j2 J; n1 −m2 −M) = (−1)^(j1+j2+J) (j1 j2 J; −n1 m2 M),
(j1 j2 K; m1 m2 −N) = (−1)^(j1+j2+K) (j1 j2 K; −m1 −m2 N).

All four lower rows then agree with the definition if

α = n1, β = −m2, γ = −M, δ = −m1, ε = −n2, φ = −N.

Indeed, the second row (α, −ε, φ) becomes (n1, n2, −N), and the fourth row (−δ, ε, γ) becomes (m1, −n2, −M). The correspondence is one to one, so the two sums run over the same terms. They can differ only in sign.

In Z_KJ the sign exponent, after the two reversals, is

E_Z = n2 − m2 + 2j1 + 2j2 + J + K.

In the definition it is

E = 2j1 + 2j2 + J + K − (n1 − m2 − M − m1 − n2 − N).

The first 3j symbol vanishes unless n1 − m2 = M, so the bracket reduces to −(m1 + n2 + N) and

E = 2j1 + 2j2 + J + K + m1 + n2 + N.

The difference is E_Z − E = −(m1 + m2) − N. The third symbol requires m1 + m2 = N, so this difference is −2N. Since N differs from K, and K from j1 + j2, by an integer, (−1)^(−2N) = (−1)^(2j1+2j2). This sign is the same in every term and can be taken out of the sum:

Z_KJ = (−1)^(2j1+2j2) {j1 j2 J; j1 j2 K}.

Partial time reversal therefore acts on the weights as a matrix,

p'_K = Σ_J R_KJ p_J,
R_KJ = (−1)^(2j1+2j2) (2K+1) {j1 j2 J; j1 j2 K}.

The prefactor is −1 when one spin is integer and the other half-integer, and +1 otherwise. For seven pairs of spins with lengths between 1/2 and 2, this formula agrees numerically with the matrix definition of Θ to rounding error.

**(e)** Which general properties of R follow from those of Θ? For j1 = j2 = j, find also the image of the singlet projector P_0, and explain what its negative eigenvalues mean.

Solution. Since Θ preserves the trace for every choice of the p_J, each column of R sums to one. Since Θ applied twice is the identity, so is R²:

Σ_K R_KJ = 1, Σ_K R_LK R_KJ = δ_LJ.

R conserves total weight, but it is not a matrix of transition probabilities, because its entries can be negative.

For the singlet, write |00⟩ = Σ_m x_m |m,−m⟩. The raising operator of the total spin must annihilate it. The state |m+1,−m⟩ is reached from |m,−m⟩ by raising the first spin and from |m+1,−m−1⟩ by raising the second, with equal ladder factors. Thus x_m+1 = −x_m, and after normalization

|00⟩ = (2j+1)^(−1/2) Σ_m (−1)^(j−m) |m,−m⟩

up to a phase, which does not affect P_0. The rule of (b) gives

⟨n1 n2|ΘP_0|m1 m2⟩ = (−1)^(n2−m2) ⟨n1,−m2|P_0|m1,−n2⟩.

The right side vanishes unless n1 = m2 and m1 = n2. Its total sign is then (−1) to the power (n2 − m2) + (j − m2) + (j − n2) = 2j − 2m2, an even number. So

ΘP_0 = F/(2j+1), F|m1 m2⟩ = |m2 m1⟩.

The operator F exchanges the spins. Exchanging the first two columns of the 3j symbol in |JM⟩ gives the factor (−1)^(2j+J), and J is an integer here, so F = (−1)^(2j−J) on total spin J. The reversed singlet consequently has the eigenvalue −1/(2j+1) on every multiplet that is antisymmetric under exchange. No physical state has negative weights. Reversing one half of a singlet is thus not a process that can be carried out on that half alone, even though reversing a whole isolated spin always turns a state into a state.

## Second half: when positivity decides separability

The state of spins j1 and j2 is ρ = Σ_J p_J P_J/(2J+1), where P_J projects on total spin J and p_J is the weight of that multiplet. The map T reverses spin 2, T(**S**) = −**S**, with T(B) = V Bᵀ V† and V|m⟩ = (−1)^(j2−m)|−m⟩ up to a common phase. The map Θ applies T to spin 2 and nothing to spin 1. It preserves the trace and rotational invariance, it is its own inverse, and ΘX has the same eigenvalues as the partial transpose of X. The weights of Θρ are p'_K = Σ_J R_KJ p_J, with R given by the 6j symbols. For two equal spins j, ΘP_0 = F/(2j+1), where F exchanges the spins and equals (−1)^(2j−J) on total spin J.

**(f)** Let j1 = j ≥ 1/2 be arbitrary and j2 = 1/2. Call the spins **j** and **s**. Find the reversed weights and the condition for Θρ to be positive. What does the condition say about the mean value of **s**·**j**?

Solution. There are two multiplets, J = j − 1/2 and J = j + 1/2, labelled − and +, with dimensions 2j and 2j + 2. Let p be the weight of the lower one. From **J**² = **j**² + **s**² + 2**s**·**j**,

2**s**·**j** = J(J+1) − j(j+1) − 3/4,

which equals j on the upper multiplet and −(j+1) on the lower one. The projectors are the linear functions of **s**·**j** that take the values one and zero on the right multiplets:

P₋ = (j − 2**s**·**j**)/(2j+1), P₊ = (j + 1 + 2**s**·**j**)/(2j+1).

Reversal of **s** changes the sign of **s**·**j**:

ΘP₋ = (j + 2**s**·**j**)/(2j+1), ΘP₊ = (j + 1 − 2**s**·**j**)/(2j+1).

On the lower multiplet, where 2**s**·**j** = −(j+1), these have the values −1/(2j+1) and (2j+2)/(2j+1). The state is ρ = pP₋/(2j) + (1−p)P₊/(2j+2), so the eigenvalue of Θρ on the lower multiplet is

[−p/(2j) + (1 − p)]/(2j+1).

Multiplication by the dimension 2j gives the weight, and conservation of the trace gives the other one:

p'₋ = [−p + 2j(1−p)]/(2j+1) = 2j/(2j+1) − p,
p'₊ = 1 − p'₋ = 1/(2j+1) + p.

The second weight is positive for every state. Hence Θρ is positive if and only if

p ≤ p_c, p_c = 2j/(2j+1).

The coefficients of p and 1 − p in p'₋ are the matrix elements of R: R₋₋ = −1/(2j+1) and R₋₊ = 2j/(2j+1). Since the columns sum to one, R₊₋ = (2j+2)/(2j+1) and R₊₊ = 1/(2j+1).

The mean value of the coupling operator is

⟨2**s**·**j**⟩ = j(1 − p) − (j+1)p = j − (2j+1)p.

At p = p_c it equals −j. The condition p ≤ p_c is therefore the same as ⟨**s**·**j**⟩ ≥ −j/2, and −j/2 is the lowest value that the scalar product of two classical vectors of lengths j and 1/2 can reach. States that violate the condition are more strongly antiparallel than two such vectors can be.

**(g)** A separable state is a mixture ρ = Σ_i w_i A_i⊗B_i of product states, with w_i ≥ 0. Show that a separable ρ has a positive Θρ, for any j1 and j2.

Solution. The transpose of a Hermitian matrix has the same eigenvalues as the matrix, and the unitary V does not change them. So T(B_i) is positive whenever B_i is, and

Θρ = Σ_i w_i A_i⊗T(B_i)

is a sum of positive operators. A negative eigenvalue of Θρ thus proves entanglement. The converse does not follow from this argument, and it needs a construction.

**(h)** For j2 = 1/2, show that every invariant state with p ≤ p_c is separable, by giving the mixture of product states.

Solution. Let |j,**n**⟩ be the state of spin j with the largest projection, j, along the direction **n**, and let |±**n**⟩ be the states of spin 1/2 along and against **n**. Average the projectors on the product states |j,**n**⟩|+**n**⟩ uniformly over all directions, and call the result ρ_par. Do the same with |j,**n**⟩|−**n**⟩, and call the result ρ_anti.

Both averages are invariant. A joint rotation carries the product state for **n** into the one for the rotated direction, up to a phase that drops out of the projector, and the uniform distribution of directions is unchanged. By (a) each average is fixed by its weight p. Since P₋ commutes with rotations, this weight is the same for all **n** and can be computed for **n** along z.

The parallel state has M = j + 1/2, which occurs in the upper multiplet alone, so p = 0. For the antiparallel state use

2**s**·**j** = 2s_z j_z + s₊j₋ + s₋j₊.

The ladder terms change the magnetic numbers and have no mean value in a product of z eigenstates. The first term gives 2(−1/2)j = −j. The relation of (f) then reads j − (2j+1)p = −j, so p = 2j/(2j+1) = p_c.

Now mix the two averages with antiparallel fraction q:

ρ = q ρ_anti + (1 − q) ρ_par, p = q p_c, q = p(2j+1)/(2j).

As q runs from zero to one, p runs from zero to p_c. Every invariant state with positive Θρ is obtained, and the mixture is explicit.

The average over directions is an integral, while the definition in (g) has a sum. The integral can be replaced by a finite sum. A spin j in the state |j,**n**⟩ can be represented by 2j spins 1/2 all pointing along **n**, each with the projector (1 + **n**·**σ**)/2, where **σ** are the Pauli matrices. With the additional spin 1/2, the matrix elements of the product projector are polynomials in the components of **n** of degree at most 2j + 1. Take more than 2j + 1 equally spaced azimuths, which remove every term that oscillates with the azimuth. What is left is a polynomial in the cosine of the polar angle, which Gauss-Legendre quadrature with enough points integrates without error and with positive weights.

Together with (g), this proves that for j2 = 1/2 the state is separable if and only if Θρ is positive. The reason lies in the geometry. The invariant states form a line segment, 0 ≤ p ≤ 1, and the two averages of product states sit at the two ends of the part on which Θρ is positive.

**(i)** The negativity is the sum of the absolute values of the negative eigenvalues of the partial transpose. Find it for j2 = 1/2, and discuss its dependence on j.

Solution. The eigenvalues are those of Θρ. On the lower multiplet there are 2j equal ones, p'₋/(2j), and those on the upper multiplet are positive. The sum is

negativity = max(0, p − p_c).

Its largest value occurs at p = 1 and is 1 − p_c = 1/(2j+1). For two spins 1/2, p_c = 1/2 and the singlet reaches the negativity 1/2. For large j the entangled range of p shrinks as 1/(2j+1). This agrees with the classical bound in (f): the lowest quantum value of ⟨**s**·**j**⟩ is −(j+1)/2, and its excess over −j/2 becomes small relative to j/2.

**(j)** The spins are coupled by H = A **s**·**j** and are in thermal equilibrium at temperature T, with k the Boltzmann constant. When is the state entangled? Evaluate the result for j = 3/2 and the round model value A = 0.010 eV.

Solution. The thermal state is a function of **s**·**j** and is invariant. The energies are E₊ = Aj/2 and E₋ = −A(j+1)/2, so the gap is

Δ = E₊ − E₋ = A(2j+1)/2.

With the two dimensions as statistical factors,

p = 2j/[2j + (2j+2) exp(−Δ/kT)].

The numerators of p and p_c agree, so p > p_c means that the denominator of p is smaller than 2j + 1, that is,

(2j+2) exp(−Δ/kT) < 1.

For A < 0 the gap Δ is negative, the exponential exceeds one, and the inequality fails at every temperature: a ferromagnetic pair in equilibrium is separable. For A > 0 the state is entangled when

kT < kT*, kT* = Δ/ln(2j+2).

For j = 3/2 the threshold weight is p_c = 3/4. The energies are E₋ = −0.0125 eV and E₊ = 0.0075 eV, so Δ = 0.020 eV and

kT* = 0.020 eV/ln 5 = 0.0124 eV,

which corresponds to 144 K. The same threshold is found numerically as the point where the lowest eigenvalue of the partial transpose changes sign.

At kT = 0.010 eV, below the threshold,

p = 3/(3 + 5e⁻²) = 0.816, p'₋ = 0.750 − 0.816 = −0.066,

and the negativity is 0.066. At kT = 0.005 eV the weight is p = 0.970 and the negativity is 0.220, close to the limit 1/(2j+1) = 0.25 of the pure lower multiplet.

At kT = 0.020 eV, above the threshold,

p = 3/(3 + 5e⁻¹) = 0.620, p'₋ = 0.750 − 0.620 = 0.130.

The state is separable. By (h) it is a mixture of antiparallel pairs with the fraction q = 0.620/0.750 = 0.827 and parallel pairs with the fraction 0.173, in uniformly distributed directions. The spins are still correlated, since antiparallel pairs dominate, but a mixture of product states accounts for all of it. In the limit of high temperature p tends to 2j/(4j+2), half of p_c, and q tends to 1/2.

**(k)** Does positivity of Θρ decide separability for larger spins too? Consider two spins 3/2 in the state

ρ = λP_0 + (1 − λ)(P_1 + P_3)/10, 0 ≤ λ ≤ 1.

Find the range of λ in which Θρ is positive. Then use the map Φ(B) = Tr(B)·1 − B − T(B) on spin 2 to test for entanglement.

Solution. The exchange operator F = (−1)^(3−J) is +1 for J = 1 and 3 and −1 for J = 0 and 2. Hence P_1 + P_3 = (1 + F)/2, with trace 3 + 7 = 10. From the first half, ΘP_0 = F/4. Because Θ is its own inverse, ΘF = 4P_0, and

Θρ = λF/4 + (1 − λ)(1 + 4P_0)/20.

Its eigenvalues are

J = 0: −λ/4 + (1 − λ)/4 = (1 − 2λ)/4,
J = 2: −λ/4 + (1 − λ)/20 = (1 − 6λ)/20,
J = 1, 3: λ/4 + (1 − λ)/20 = (1 + 4λ)/20.

The value at J = 2 is the first to become negative, so Θρ is positive if and only if λ ≤ 1/6.

Next, Φ maps positive operators to positive operators. Since Φ is linear, it is enough to show this for B = |b⟩⟨b| with a normalized b = Σ_m b_m|m⟩. Then T(B) = |b'⟩⟨b'|, where b' = Σ_m c_m b_m*|−m⟩ is the time-reversed state and c_m = (−1)^(3/2−m). Its overlap with b is

⟨b|b'⟩ = Σ_m c_m b*_−m b*_m.

For a half-integer spin c_−m = (−1)^(2m) c_m = −c_m, so the terms m and −m cancel and the overlap is zero. Therefore Φ(B) = 1 − |b⟩⟨b| − |b'⟩⟨b'| is the projector on the two remaining dimensions, which is positive. As in (g), applying Φ to spin 2 of a separable state must leave a positive operator.

For the state at hand, let ρ_1 be the state of spin 1 alone. It commutes with all rotations of that spin, so it is the unit matrix divided by 4. Applying Φ to spin 2 gives

(1⊗Φ)ρ = ρ_1⊗1 − ρ − Θρ = 1/4 − ρ − Θρ,

and on the singlet its eigenvalue is

1/4 − λ − (1 − 2λ)/4 = −λ/2.

This is negative for every λ > 0. For 0 < λ ≤ 1/6 the state is thus entangled although Θρ is positive. At λ = 0.10, for instance, the lowest eigenvalue of Θρ is +0.020, while that of (1⊗Φ)ρ is −0.050.

The equivalence proved for j2 = 1/2 therefore does not extend to all pairs of spins. The implication in (g) remains valid for every pair, but for two spins 3/2 the averages of product states do not fill the region where Θρ is positive. This example settles that pair only; it does not show that the equivalence fails for every pair of spins larger than 1/2. For a spin 1/2 the map Φ adds nothing: b and b' already span its two-dimensional space, so Φ(B) = 0 for every B. The additional condition needs the dimensions that remain in a larger half-integer spin.

Table of computed values

```
Spins 3/2 and 1/2; low = total spin 1, high = total spin 2
R low,low   = -0.2500   R low,high  = 0.7500
R high,low  = 1.2500   R high,high = 0.2500
threshold weight of low multiplet = 0.7500
coupling A = 0.0100 eV
energy of low multiplet = -0.01250 eV
energy of high multiplet = 0.00750 eV
multiplet gap = 0.0200 eV
threshold kT, formula = 0.012427 eV
threshold kT, root of lowest eigenvalue = 0.012427 eV
threshold temperature = 144.2 K
kT (eV), weight p, reversed weight p', negativity (no unit)
0.005  0.97038  -0.22038  0.22038
0.010  0.81595  -0.06595  0.06595
0.015  0.69477  0.05523  0.00000
0.020  0.61991  0.13009  0.00000
antiparallel fraction at kT = 0.020 eV: 0.82655
parallel fraction at kT = 0.020 eV: 0.17345
Two spins 3/2, singlet weight lambda
largest lambda with positive partial reversal = 0.16667
lambda = 0.10: lowest eigenvalue after partial reversal = 0.02000
lambda = 0.10: lowest eigenvalue after positive map Phi = -0.05000
spin pairs compared with the 6j formula = 7
```
